# Sign of the surface force on an excited atom near a polariton

## Problem

An atom in the excited state $a$ sits in vacuum at a distance $z$ from a flat, isotropic, non-magnetic half-space of permittivity $\varepsilon(\omega)$. The distance is much smaller than the relevant wavelengths, so retardation is neglected, and the surface is at zero temperature. The level shift is written

$$U(z)=-\frac{C_3}{z^3},\qquad S(\omega)=\frac{\varepsilon(\omega)-1}{\varepsilon(\omega)+1},$$

so that positive $C_3$ means attraction. The surface polariton lies near the pole of $S$, where $\varepsilon\approx-1$.

1. Find the factor $r$ by which the surface multiplies the ideal-mirror contribution of an upward and of a downward transition.
2. For a medium with one phonon resonance, find when the factor of a downward line is negative, and how large it can become.
3. Find $C_3$ for a $D_{3/2}$ state averaged over its magnetic sublevels. When does the total force reverse?
4. Evaluate a model of caesium $6D_{3/2}$ near sapphire, whose line to $7P_{1/2}$ and whose polariton both lie near 12 micrometres.

## Hints

**Hint 1.** Find the image energy of a static dipole. Then replace the surface by harmonic oscillators that give the same linear response.

**Hint 2.** In second-order perturbation theory the intermediate state is the atom in $b$ plus one surface quantum. For a downward line its energy denominator can vanish.

**Hint 3.** With one phonon resonance, $S$ is a constant plus a single pole.

**Hint 4.** For the angular weights, start from $P_{1/2}$: among the $D$ states it reaches $D_{3/2}$ alone.

## Solution

### 1. The image factor

**Static dipole.** Let a charge $q$ stand above the surface. Above, the potential is that of $q$ and an image $q'$; inside, it is that of a charge $q''$ at the position of $q$. Continuity of the potential and of the normal displacement gives

$$q+q'=q'',\qquad q-q'=\varepsilon q''\quad\Rightarrow\quad q'=-Sq .$$

A dipole $(d_x,d_y,d_z)$ therefore has the image $S(-d_x,-d_y,d_z)$ at distance $2z$. The dipole-dipole energy, halved because the image is induced, is

$$W=\frac12\,\frac{S(-d_x^2-d_y^2+d_z^2-3d_z^2)}{4\pi\varepsilon_0(2z)^3}=-KS,\qquad K=\frac{d_x^2+d_y^2+2d_z^2}{4\pi\varepsilon_0\,16z^3}.$$

**Surface oscillators.** Set $\hbar=1$. Let the dipole have amplitude $x(t)$, with $x=1$ for the dipole above, and couple it through $x\sum_j g_j(b_j+b_j^\dagger)$ to oscillators of frequency $\omega_j$. With $X_j=b_j+b_j^\dagger$, the equation of motion is

$$\ddot X_j=-\omega_j^2X_j-2\omega_jg_jx .$$

At frequency $\omega$ the force conjugate to $x$ is

$$F=-\sum_jg_jX_j=\sum_j\frac{2\omega_jg_j^2}{\omega_j^2-(\omega+i0)^2}\,x .$$

Electrostatics gives $F=-\partial(-KSx^2)/\partial x=2KSx$. Without retardation this holds at frequency $\omega$ with $S(\omega)$. The high-frequency limit $S_\infty$ is an instantaneous electronic response and is kept separate; the oscillators supply $2K[S(\omega)-S_\infty]$. Comparing imaginary parts, with $\mathrm{Im}\,[\omega_j^2-(\omega+i0)^2]^{-1}=(\pi/2\omega)\,\delta(\omega-\omega_j)$, gives

$$\sum_jg_j^2\,\delta(\omega-\omega_j)=\frac{2K}{\pi}\,\mathrm{Im}\,S(\omega).$$

**Perturbation theory.** For a transition $a\to b$, replace the squares in $K$ by $|\langle b|d_i|a\rangle|^2$. There are no cross terms between Cartesian components, since the image of each component is parallel to it. The intermediate state lies $E_b-E_a+\omega_j$ above the initial one. For a downward line $E_b-E_a=-\omega_0$, and the shift, with the instantaneous part added, is $-Kr$ with

$$r_{\rm down}=S_\infty+\frac2\pi\,\mathcal P\!\int_0^\infty\!\frac{\mathrm{Im}\,S(\omega)}{\omega-\omega_0}\,d\omega,\qquad r_{\rm up}=S_\infty+\frac2\pi\int_0^\infty\!\frac{\mathrm{Im}\,S(\omega)}{\omega+\omega_0}\,d\omega .$$

The second expression holds for an upward line, $E_b-E_a=+\omega_0$.

Causality makes $S$ analytic in the upper half-plane, so the Kramers-Kronig relation holds:

$$\mathrm{Re}\,S(\omega_0)-S_\infty=\frac2\pi\,\mathcal P\!\int_0^\infty\frac{\omega\,\mathrm{Im}\,S(\omega)}{\omega^2-\omega_0^2}\,d\omega .$$

Since $2\omega/(\omega^2-\omega_0^2)=1/(\omega-\omega_0)+1/(\omega+\omega_0)$, adding the two factors gives $r_{\rm down}+r_{\rm up}=2\,\mathrm{Re}\,S(\omega_0)$.

On the imaginary axis the same relation reads $S(i\xi)=S_\infty+(2/\pi)\int_0^\infty\omega\,\mathrm{Im}S/(\omega^2+\xi^2)\,d\omega$. With

$$\int_0^\infty\frac{\omega_0\,d\xi}{(\omega_0^2+\xi^2)(\omega^2+\xi^2)}=\frac{\pi}{2\omega(\omega+\omega_0)},$$

the upward factor becomes a smooth integral, and the downward one follows:

$$r_{\rm up}=\frac2\pi\int_0^\infty\frac{\omega_0S(i\xi)}{\omega_0^2+\xi^2}\,d\xi,\qquad r_{\rm down}=2\,\mathrm{Re}\,S(\omega_0)-r_{\rm up}.$$

For an ideal mirror, $S=1$ and both factors are 1. The term $2\,\mathrm{Re}\,S$ contributes $-2K\,\mathrm{Re}\,S(\omega_0)$ to the shift. This equals the mean image energy $-\tfrac12\langle xF\rangle$ of a classical dipole oscillating as $x=2\cos\omega_0t$, for which $\langle x^2\rangle=2$. It can have either sign, because a driven resonance responds in phase below its frequency and in antiphase above it.

The vanishing denominator also allows real decay into the surface. The golden rule gives the rate

$$\Gamma=2\pi\,\frac{2K}{\pi}\,\mathrm{Im}\,S(\omega_0)=4K\,\mathrm{Im}\,S(\omega_0),$$

to be divided by $\hbar$ in ordinary units.

### 2. One phonon resonance

Let $u=\omega^2+i\gamma\omega$ and

$$\varepsilon=\varepsilon_\infty\frac{\omega_L^2-u}{\omega_T^2-u}.$$

Then

$$\varepsilon+1=(\varepsilon_\infty+1)\frac{\omega_s^2-u}{\omega_T^2-u},\qquad \omega_s^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}.$$

Insert this in $S=1-2/(\varepsilon+1)$ and write $\omega_T^2-u=(\omega_s^2-u)-(\omega_s^2-\omega_T^2)$:

$$S=S_\infty+\frac{A}{\omega_s^2-\omega^2-i\gamma\omega},\qquad S_\infty=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1},\qquad A=\frac{2(\omega_s^2-\omega_T^2)}{\varepsilon_\infty+1}.$$

**No damping.** The imaginary-axis integral gives $r_{\rm up}=S_\infty+A/[\omega_s(\omega_s+\omega_0)]$. Hence

$$r_{\rm down}=S_\infty+\frac{2A}{\omega_s^2-\omega_0^2}-\frac{A}{\omega_s(\omega_s+\omega_0)}
=S_\infty+\frac{A[2\omega_s-(\omega_s-\omega_0)]}{\omega_s(\omega_s-\omega_0)(\omega_s+\omega_0)}
=S_\infty+\frac{A}{\omega_s(\omega_s-\omega_0)} .$$

This is negative for

$$\omega_s<\omega_0<\omega_s+\frac{A}{S_\infty\omega_s}.$$

A line below the polariton is attracted more strongly than by the electronic response $S_\infty$ alone. A line above it, within this window, contributes repulsion. Far above the window the phonons no longer follow and $r\to S_\infty$.

**Weak damping near resonance.** Let $D=\omega_s-\omega_0$, with $|D|,\gamma\ll\omega_s$. Then $\omega_s^2-\omega_0^2-i\gamma\omega_0\simeq2\omega_s(D-i\gamma/2)$, so

$$S\simeq S_\infty+\frac{A}{2\omega_s}\,\frac{D+i\gamma/2}{D^2+\gamma^2/4}.$$

Double the real part and subtract $r_{\rm up}\simeq S_\infty$. The neglected piece of $r_{\rm up}$, about $A/2\omega_s^2$, is smaller than the resonant peak by a factor of order $\gamma/\omega_s$. The result is

$$r_{\rm down}\simeq S_\infty+\frac{A}{\omega_s}\,\frac{D}{D^2+\gamma^2/4}.$$

The derivative of the last fraction vanishes at $D=\pm\gamma/2$, where the fraction equals $\pm1/\gamma$. The extremes are therefore

$$r\simeq S_\infty\pm\frac{A}{\omega_s\gamma}.$$

Within this approximation, reversal requires $A/(\omega_s\gamma)>S_\infty$. Weak damping makes the factor large; strong damping removes the reversal.

### 3. From one line to the whole atom

In an average over sublevels each Cartesian component carries one third of $|\mathbf d_{ab}|^2$, the strength from one sublevel of $a$ to all sublevels of $b$. Thus $d_x^2+d_y^2+2d_z^2$ becomes $\tfrac43|\mathbf d_{ab}|^2$, and in atomic units

$$C_3=\frac1{16}\cdot\frac43\sum_b r_b|\mathbf d_{ab}|^2=\frac1{12}\sum_b r_b|\mathbf d_{ab}|^2 .$$

For one valence electron, $|\mathbf d_{ab}|^2=w_bR_b^2$, with radial integral $R_b$ and angular weight $w_b$.

**Orbital weights.** Let $\mathbf n$ be the unit position vector and $\psi$ an angular state of given $l$. Let $p_\pm$ be the fractions of $\sum_i\|n_i\psi\|^2=1$ with $l\pm1$. Because $L^2=-\nabla^2$ on the unit sphere and $L^2n_i=2n_i$,

$$\sum_in_iL^2(n_i\psi)=2\psi+l(l+1)\psi-\nabla\Big(\sum_in_i^2\Big)\!\cdot\nabla\psi=[l(l+1)+2]\psi .$$

Taking the expectation value,

$$l(l+1)+2=p_+(l+1)(l+2)+p_-\,l(l-1).$$

With $p_+=1-p_-$ this gives $p_-=l/(2l+1)$ and $p_+=(l+1)/(2l+1)$.

**Spin.** Each of the two $P_{1/2}$ states has strength $2/3$ towards $D$ states, and all of it goes to $D_{3/2}$, because a dipole cannot change $J$ by 2. The total is $4/3$. Shared among the four $D_{3/2}$ states, this gives $w(P_{1/2})=1/3$. The whole $D\to P$ weight is $2/5$, so $w(P_{3/2})=2/5-1/3=1/15$. The $D\to F$ weight $3/5$ goes entirely to $F_{5/2}$.

**Total reversal.** Let $b=0$ be the resonant line. The force is repulsive when

$$r_0|\mathbf d_{a0}|^2<-\sum_{b\ne0}r_b|\mathbf d_{ab}|^2 .$$

A negative image factor is thus not sufficient; it must also outweigh the other transitions.

### 4. The caesium-sapphire model

**Atom.** For each channel the valence electron moves in the Fues potential, in atomic units

$$V(r)=-\frac1r+\frac{\lambda(\lambda+1)-l(l+1)}{2r^2}.$$

Together with the centrifugal term the radial equation contains $\lambda(\lambda+1)/2r^2$. It is hydrogen's equation with non-integer $\lambda$, so $E=-1/2n_*^2$, where $n_*=n-\delta$. The lowest valence state of each channel is given a nodeless radial function, which fixes $\lambda=n_{\min}-1-\delta$, with $n_{\min}=5$ for $D$, 6 for $P$ and 4 for $F$. The quantum defects $\delta$ are rough caesium inputs: 2.47 for $D_{3/2}$, 3.63 for $P_{1/2}$, 3.59 for $P_{3/2}$ and 0.02 for $F_{5/2}$. Then $n_*=3.53$ for $6D_{3/2}$ and $3.37$ for $7P_{1/2}$, and their energy difference is $\omega_0=856.1\ \mathrm{cm^{-1}}$.

A finite basis represents the bound and continuum states of each channel. The radial integral of the resonant line is $15.80\,a_0$, a value confirmed on a finite-difference grid. Hence $|\mathbf d|^2=15.80^2/3\approx83.2\,e^2a_0^2$.

**Surface.** The round parameters are $\varepsilon_\infty=3$, $\omega_T=520$, $\omega_L=930$ and $\gamma=15\ \mathrm{cm^{-1}}$. They give $S_\infty=0.5$, $\omega_s=846.3\ \mathrm{cm^{-1}}$ and $A/\omega_s=263.4\ \mathrm{cm^{-1}}$. The line lies $9.7\ \mathrm{cm^{-1}}$ above the polariton.

This detuning is a choice, not a prediction. An uncertainty of $0.005$ in the $7P_{1/2}$ quantum defect alone moves the line by $0.005/n_*^3$ hartree, about $29\ \mathrm{cm^{-1}}$, which exceeds $\gamma$. The rounded inputs cannot decide on which side the real line falls: changing either the $6D_{3/2}$ or the $7P_{1/2}$ defect by $\pm0.005$ moves the total $C_3$ found below between about $-33$ and $+110\ \mathrm{kHz\,\mu m^3}$. The measured caesium line lies near $823.5\ \mathrm{cm^{-1}}$, below this model polariton, and against this surface it would give attraction ($r\approx+11$). Repulsion of the real atom requires the polariton of real sapphire to lie just below $823.5\ \mathrm{cm^{-1}}$, and its position depends on the crystal orientation. The model imitates such a detuning with both frequencies placed about $30\ \mathrm{cm^{-1}}$ higher, so its $C_3$ illustrates the mechanism and is not a prediction for the real pair.

**Image factor.** At the line $\mathrm{Re}\,S=-7.90$, and the imaginary-axis integral is 0.654:

$$r=2(-7.90)-0.654\approx-16.5 .$$

The near-resonance law gives

$$0.5-\frac{263.4\times9.7}{9.7^2+7.5^2}\approx-16.5 .$$

As an independent test, an atom coupled to many discrete surface oscillators was propagated in time; its phase gives $r=-16.47$.

Without damping, $r$ would be negative from 846.3 to $1373.2\ \mathrm{cm^{-1}}$. With damping the limits are 846.4 and $1372.3\ \mathrm{cm^{-1}}$. The window is wide, but large negative values occur only near its lower edge.

**Total coefficient.** One atomic unit of $C_3$ is $0.975\ \mathrm{kHz\,\mu m^3}$, so the resonant line would contribute $83.2\times0.975/12\approx6.76\ \mathrm{kHz\,\mu m^3}$ at an ideal mirror. Near the polariton it contributes $6.757\times(-16.46)\approx-111.2$. In the same unit the others give 1.10 (remaining $P_{1/2}$), 2.60 ($P_{3/2}$) and 9.19 ($F_{5/2}$):

$$C_3=-111.2+1.1+2.6+9.2\approx-98.3\ \mathrm{kHz\,\mu m^3}.$$

The force is repulsive. By closure, the ideal-mirror value is $\langle r^2\rangle/12=322.1/12$ atomic units, or $26.2\ \mathrm{kHz\,\mu m^3}$. The model surface therefore reverses the sign and enlarges the magnitude 3.8 times. With the other terms held fixed, cancellation would need $r=-12.9/6.76\approx-1.9$.

**Shift and width.** At $z=100$ nm the level rises by $98.3$ MHz. Decay into the surface through this line broadens it by

$$\frac{\Gamma}{2\pi}=4\times6.76\times6.50\ \mathrm{MHz}\approx176\ \mathrm{MHz}\quad\text{(full width)}.$$

The broadening exceeds the shift. From the near-resonance form of $S$, the ratio of width to resonant shift is about $\gamma/|D|$. Once $|D|$ exceeds $\gamma/2$, a larger detuning gives a cleaner shift, but a smaller one.

**Validity.** The shift is far below the polariton width, $15\ \mathrm{cm^{-1}}\approx450$ GHz, as perturbation theory requires. Retardation lowers the resonant shift by 0.3% at 100 nm and by 7.6% at 500 nm, relative to the near-field value; the surface-induced width falls faster, by about 3% and 31%. A thermal population $\bar n$ strengthens emission into the polariton by $1+\bar n$; at 300 K, $\bar n=0.017$ at the line. The model omits the ionic core's contribution, sapphire's anisotropy and its several phonon branches, and it holds $\varepsilon_\infty$ constant even for high-energy virtual transitions.

## Variation 1: moving the polariton through the line

*Scale $\omega_T$ and $\omega_L$ together, with $\gamma$ and the atom fixed. What happens to $C_3$?*

Both $\omega_s$ and $A/\omega_s$ scale by the same factor. The full calculation gives:

| $\omega_s$ (cm$^{-1}$) | $r$ | $C_3$ (kHz µm³) |
|---|---|---|
| 761.7 | −1.99 | 0.1 |
| 820.9 | −6.45 | −30.5 |
| 846.3 | −16.46 | −98.3 |
| 863.3 | 18.39 | 137.1 |
| 931.0 | 4.33 | 41.9 |

In the first row the factor is negative, yet the total is slightly attractive: the other transitions just outweigh the line. Between the third and fourth rows the polariton moves by 2% and crosses the line. The force changes from strong repulsion to an attraction 5.2 times the ideal-mirror value.

Within the range of the table, the total changes sign at $\omega_s=762.3$ and again at $855.6\ \mathrm{cm^{-1}}$. The second crossing lies only $0.5\ \mathrm{cm^{-1}}$ below the atomic line. There $D=-0.477\ \mathrm{cm^{-1}}$, and the near-resonance law, with $A/\omega_s\approx266\ \mathrm{cm^{-1}}$, gives

$$r\approx0.5-\frac{266\times0.477}{0.477^2+7.5^2}\approx-1.75 .$$

The piece of $r_{\rm up}$ dropped from the law, $A/2\omega_s^2\approx0.16$, matters when $r$ is this small; subtracting it gives $r\approx-1.9$, the size needed for cancellation.

Below the range of the table, the polariton also meets the weaker downward line to $7P_{3/2}$ at $630.7\ \mathrm{cm^{-1}}$. This gives a second, narrower window of repulsion, from about 604 to $629\ \mathrm{cm^{-1}}$, where $C_3$ falls only to about $-9.5\ \mathrm{kHz\,\mu m^3}$.

## Variation 2: a single magnetic sublevel

*Take the quantization axis normal to the surface. How does the resonant contribution depend on $|M|$?*

For $M=3/2$, the final $P_{1/2}$ state must have $M=1/2$. The dipole component is then parallel to the surface, and $d_x^2+d_y^2+2d_z^2$ equals the full weight $1/3$, in units of $R^2$. The average over all sublevels is $\tfrac43\cdot\tfrac13=\tfrac49$. The values $|M|=1/2$ and $3/2$ occur equally often, so $|M|=1/2$ has $2\cdot\tfrac49-\tfrac13=\tfrac59$.

Relative to the average, the factors are $5/4$ for $|M|=1/2$ and $3/4$ for $|M|=3/2$. The resonant contribution of $-111.2$ becomes about $-139$ and $-83\ \mathrm{kHz\,\mu m^3}$ respectively. The normal dipole component counts double in the image energy, and it is present only for $|M|=1/2$. The line therefore repels both kinds of sublevel, but by different amounts, so the surface splits the level. The full splitting also requires the sublevel dependence of the other transitions; with them the totals are about $-126$ and $-71\ \mathrm{kHz\,\mu m^3}$. At 100 nm the splitting, 55 MHz, is smaller than the widths of the two sublevels, which carry the same factors ($220$ and $132$ MHz), so it is not resolved. It is also comparable to the hyperfine intervals of caesium $6D_{3/2}$, roughly 50 to 80 MHz, which the model omits; for the real atom $M$ is a good label only closer to the surface, where the surface splitting dominates.

The numerical output below lists the main computed values; it does not include the second window of repulsion in Variation 1.

## Calculated quantities

```
eps_inf, static eps: 3.0, 9.60
phonon wT, wL, damping: 520, 930, 15 cm^-1
surface polariton ws: 846.3 cm^-1 = 11.82 um
S_inf: 0.50; A: 222938 cm^-2; A/ws: 263.4 cm^-1
D3/2: quantum defect 2.47, lambda 1.53
P1/2: quantum defect 3.63, lambda 1.37
P3/2: quantum defect 3.59, lambda 1.41
F5/2: quantum defect 0.02, lambda 2.98
6D3/2 effective n: 3.53; <r^2>: 322.1 a0^2
6D3/2-7P1/2 line: 856.1 cm^-1 = 11.68 um
6D3/2-7P3/2 line: 630.7 cm^-1
radial element 6D3/2-7P1/2: 15.80 a0; grid 15.80 a0
|d|^2 of 7P1/2 line: 83.16 e^2 a0^2
detuning ws-w0: -9.7 cm^-1
S at line: Re -7.90, Im 6.50
virtual integral at line: 0.654
image factor r at line: -16.46
r from oscillator dynamics: -16.47; Im S: 6.48
r from near-resonance law: -16.47
extreme r in scan: -17.06, 18.06
r<0 for w0 from 846.4 to 1372.3 cm^-1
lossless upper edge: 1373.2 cm^-1
C3 of 7P1/2 line: -111.2 kHz um^3
C3 of other P1/2: 1.10 kHz um^3
C3 of all P3/2: 2.60 kHz um^3
C3 of all F5/2: 9.19 kHz um^3
total C3: -98.3 kHz um^3 = -100.8 atomic units
ideal-mirror C3: 26.2 kHz um^3; ratio -3.76
r needed to cancel other terms: -1.91
scale 0.90: ws 761.7 cm^-1, r -1.99, C3 0.1 kHz um^3
scale 0.97: ws 820.9 cm^-1, r -6.45, C3 -30.5 kHz um^3
scale 1.00: ws 846.3 cm^-1, r -16.46, C3 -98.3 kHz um^3
scale 1.02: ws 863.3 cm^-1, r 18.39, C3 137.1 kHz um^3
scale 1.10: ws 931.0 cm^-1, r 4.33, C3 41.9 kHz um^3
total C3<0 for ws 762.3 to 855.6 cm^-1
7P1/2 geometry factor, |M|=1/2, 3/2: 0.5556, 0.3333
level shift at 100 nm: 98.3 MHz
7P1/2-channel broadening (FWHM) at 100 nm: 175.7 MHz
full/near-field resonant shift at 10 nm: 1.0000
full/near-field resonant shift at 50 nm: 0.9993
full/near-field resonant shift at 100 nm: 0.9969
full/near-field resonant shift at 500 nm: 0.9244
thermal occupation at line, 300 K: 0.0168
```
